# Boundary and kernel-length settings for effective layout density in polishing

Before a polishing calculation can predict film thickness over a chip, its user must say what lies beyond the edge of the layout. Two choices are treated here: to repeat the die, or to embed a single die in a uniform field. In the example below, repeating a die that really stands alone changes the predicted thickness at its left edge by 0.11 µm, out of an initial step of 0.80 µm. The same choice enters the calibration of the planarisation length, so a wrong boundary can also be carried into later predictions through a wrong length.

## What the calculation predicts

The layout density $\rho$ is the local area fraction occupied by raised film. A polishing pad does not respond to this fraction point by point. It spreads the load over a distance of millimetres, and the relevant quantity is a weighted average, the effective density $\rho_{\rm eff}$.

The model rests on three assumptions. The removal rate is proportional to pressure. Raised areas carry all the load until the local step has gone. The raised fraction does not change with depth, and $\rho_{\rm eff}$ keeps its initial value throughout the polish.

Let $K$ be the removal rate of an unpatterned film. Where only a fraction $\rho_{\rm eff}$ carries the load, the pressure is larger by $1/\rho_{\rm eff}$, and so is the rate. If the raised surface starts at thickness $Z_0$ and the initial step is $s$, then

$$
T_{\rm raised}(t)=Z_0-\frac{Kt}{\rho_{\rm eff}},\qquad t<t_c .
$$

The low surface remains at $Z_0-s$ during this time. The two levels meet when $Kt_c/\rho_{\rm eff}=s$, which gives $t_c=s\rho_{\rm eff}/K$. Afterwards the whole surface falls at $K$:

$$
T=Z_0-s-K(t-t_c)=Z_0-s-Kt+s\rho_{\rm eff}. \tag{1}
$$

Once every site has cleared, thickness is therefore a linear map of effective density. An error $\delta\rho_{\rm eff}$ becomes a thickness error $s\,\delta\rho_{\rm eff}$. Equation (1) must not be applied to sites with $t<t_c$.

## What the kernel length means

The average is taken over the whole plane:

$$
\rho_{\rm eff}(\mathbf r)=\int w(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^2r',\qquad
w(r)=\frac{4}{\pi L^2}e^{-4r^2/L^2}. \tag{2}
$$

The Gaussian shape is a modelling choice. At $r=L/2$ the kernel has fallen to $1/e$ of its peak, so $L$ is its full width at that level. The prefactor follows from

$$
\int_0^\infty e^{-4r^2/L^2}\,2\pi r\,dr=\frac{\pi L^2}{4},
$$

which makes the total weight one and leaves a uniform density unchanged.

A program may define its length differently. Comparing the exponent with $-r^2/(2\sigma^2)$ gives $\sigma^2=L^2/8$. A length of 5 mm here is thus a standard deviation of 1.77 mm along each axis. Convert the definition before transferring a fitted value.

Two limits help in checking a setting. As $L\to0$, the effective density becomes the local density away from density steps. As $L$ becomes much larger than the die, a repeated die tends to its mean density, whereas a single die tends to the density of its surroundings, because almost all the kernel weight then lies outside. The boundary setting matters most for long kernels.

## From the integral to cell weights

Divide the layout into square cells of side $h$, each with constant density. The kernel is a product $g(x)g(y)$, with

$$
g(x)=\frac{2}{L\sqrt\pi}e^{-4x^2/L^2}.
$$

For a source cell $m$ cells away, the substitution $u=2x/L$ gives

$$
W_m=\int_{(m-\frac12)h}^{(m+\frac12)h}g(x)\,dx
=\frac12\left[\operatorname{erf}\frac{2(m+\frac12)h}{L}-\operatorname{erf}\frac{2(m-\frac12)h}{L}\right]. \tag{3}
$$

The two-dimensional weight is $W_mW_n$. Summed over all $m$, neighbouring terms cancel and the total is one. For cell-constant density, these weights give equation (2) at cell centres without discretisation error. Sampling the kernel at cell centres would not have this property.

Real layouts vary inside cells. Suppose a straight step of height $\Delta$, parallel to the cell sides, divides a cell at fraction $f$ of its width. Replacing it by the cell average introduces a density difference whose integral across the cell is zero. The running integral of that difference is a triangle of height $f(1-f)\Delta h$ and area $f(1-f)\Delta h^2/2\le\Delta h^2/8$. Integration by parts bounds the error in $\rho_{\rm eff}$ by this area times the largest slope of $g$, which is $1.94/L^2$:

$$
|\delta\rho_{\rm eff}|\le0.25\,\Delta\,(h/L)^2 .
$$

With $h/L=0.05$, the bound is 0.0006 of the density step. A much finer grid would gain little in that case.

## Setting one: the die is repeated

Use this setting in the interior of a wafer covered by identical dies. The repeated cell must include the scribe lanes, since their density also enters the average.

Consider one axis, with output index $a$ and source index $b$. Repetition means $\rho_{b+pN}=\rho_b$ for every integer $p$. Grouping equal sources gives

$$
\sum_{b=-\infty}^{\infty}W_{a-b}\rho_b
=\sum_{b=0}^{N-1}W^{\rm per}_{a-b}\rho_b,\qquad
W^{\rm per}_m=\sum_pW_{m+pN}. \tag{4}
$$

Now take the discrete Fourier transform of the output and write $a=b+m$. The phase separates:

$$
e^{-2\pi ika/N}=e^{-2\pi ikb/N}e^{-2\pi ikm/N}.
$$

Because $W^{\rm per}$ has period $N$, the sum over $m$ may run over any complete period. The double sum is then the product $\widehat W^{\rm per}_k\widehat\rho_k$. Applying the argument to both axes gives the two-dimensional FFT calculation: transform, multiply, transform back. Images must be added until the remaining kernel weight is negligible. Keeping only the nearest copy of each source cell is inadequate when $L$ is comparable with the die. At $L$ equal to the die side, this omits about 16 % of the kernel weight along each axis.

## Setting two: a single die in a uniform field

Let the surroundings have known density $\rho_{\rm out}$. An unpatterned raised film has $\rho_{\rm out}=1$. Write the density everywhere as $\rho_{\rm out}$ plus a contrast that vanishes outside the die. Since the kernel is normalised,

$$
\rho_{{\rm eff},ac}=\rho_{\rm out}+\sum_{b,d=0}^{N-1}W_{a-b}W_{c-d}\,(\rho_{bd}-\rho_{\rm out}). \tag{5}
$$

The contrast can now be padded with zeros, because zero is its true value outside. The density itself cannot, unless $\rho_{\rm out}=0$.

An FFT of size $P$ identifies offsets that differ by a multiple of $P$. Outputs inside the die need offsets from $-(N-1)$ to $N-1$, which are $2N-1$ different values. They occupy different positions if $P\ge2N-1$. With this padding there is no wrap-around, and the kernel need not be truncated, however long it is. For $N=80$, a padded size of 160 suffices. A test with $L=40$ mm, twice the die side, agrees with the direct sum to rounding error.

Written as a general two-dimensional sum, this die needs $80^4=40\,960\,000$ products. The FFT avoids that sum, and unlike a calculation along one axis at a time, it does not require a separable kernel.

## What the wrong setting does at an edge

The example uses round model parameters. A 20 mm die has density 0.30 on its left half and 0.70 on its right half, with $L=5$ mm. A block of density 0.10 occupies $12<x<16$ mm and $3<y<8$ mm. The die stands alone in unpatterned raised film. The scan runs along $y=10.125$ mm.

The first cell centre is 0.125 mm from the left edge. The fraction of kernel weight inside the die is

$$
\omega=\tfrac12\left[1+\operatorname{erf}(2\times0.125/5)\right]=0.5282 .
$$

The top and bottom edges are about $2L$ away and do not affect these digits. The treatments give:

- Correct single die: $0.30\times0.5282+1.00\times0.4718=0.630$.
- Wrapped die: 0.488. The outside is taken to be the right half of a neighbouring copy. Density 0.70 alone would give 0.489, and the low-density block in that copy accounts for the small remainder.
- Zero density outside: $0.30\times0.5282=0.158$.
- Division by the inside weight: $0.1585/0.5282=0.300$.

By equation (1), the three faulty treatments make the predicted thickness too small by 0.11, 0.38 and 0.26 µm respectively.

Division by the inside weight may look neutral, but it contains an assumption. If $A$ is the weighted sum inside the die and $r=A/\omega$, then $r=A+(1-\omega)r$. Each point is given its own outside density, equal to the weighted mean that the point sees inside. This is justified only where the real surroundings have that mean.

The reach of a boundary error follows from the same integral. At distance $d$ from a straight edge, the outside weight is $\frac12\operatorname{erfc}(2d/L)$. At $d=L$ it is 0.0023. If the assumed outside density is wrong by a uniform amount, the error one kernel length inside is therefore 0.23 % of that amount. Near a corner, the contributions of the two edges add to at most twice this. In the example, at $x=5.125$ mm, the single-die and repeated-die densities are 0.3025 and 0.3019.

## Estimating the length from a density step

For an isolated straight step at $x=0$, from $\rho_1$ to $\rho_2$, integrate $g$ over the half-line of density $\rho_2$:

$$
\rho_{\rm eff}(x)=\rho_1+(\rho_2-\rho_1)\int_{-\infty}^{x}g(v)\,dv
=\rho_1+\frac{\rho_2-\rho_1}{2}\left[1+\operatorname{erf}\frac{2x}{L}\right]. \tag{6}
$$

The 10 % and 90 % points have $\operatorname{erf}(2x/L)=\mp0.8$. Their separation is $L\operatorname{erfinv}(0.8)=0.906L$, or 4.53 mm here. Dividing a measured width by 0.906 gives a first estimate of $L$.

This estimate needs all other density changes to lie at least about one kernel length from the 10 % and 90 % points. These points are themselves $0.45L$ from the step, so a parallel edge should be about $1.5L$ or more from it. This distance is enough only if the levels belonging to $\rho_1$ and $\rho_2$ are known. If they are read from the profile, allow about $2L$, so that a point midway between the step and the edge lies one kernel length from both. In the example the block is too close: at $x=15.125$ mm the effective density is 0.655, not 0.70. The block lies beside the scan line, but its kernel weight there is 0.075, and its density deficit of 0.60 lowers the result by 0.045. A fit with the complete two-dimensional layout includes this effect.

## Fitting the length and its uncertainty

Suppose the initial step $s$ is known, but $Z_0-s-Kt$ is not known accurately. Treat it as a free offset $a$ and minimise

$$
S(L,a)=\sum_i\left[T_i-a-s\rho_i(L)\right]^2 ,
$$

where $\rho_i(L)$ is the effective density at site $i$. Setting $\partial S/\partial a=0$ gives $a$ as the mean of $T_i-s\rho_i(L)$. Only a search over $L$ remains. Scan a wide range before refining, since $S$ need not have a single minimum for a general layout.

To find the uncertainty, let $g_i=\partial\rho_i/\partial L$ at the true length, and let $\varepsilon_i$ be independent thickness errors of standard deviation $\sigma_T$. For a small fitting error $\delta L$, the residual after removal of its mean is

$$
(\varepsilon_i-\bar\varepsilon)-s(g_i-\bar g)\,\delta L .
$$

Minimising its squared sum gives

$$
\delta L=\frac{\sum_i(g_i-\bar g)\varepsilon_i}{s\sum_i(g_i-\bar g)^2},\qquad
\sigma_L=\frac{\sigma_T}{s\sqrt{\sum_i(g_i-\bar g)^2}}. \tag{7}
$$

The term in $\bar\varepsilon$ drops out because $\sum_i(g_i-\bar g)=0$. A larger step $s$ helps in direct proportion. Because the offset is free, what counts is how far each $g_i$ lies from the mean $\bar g$. Sites that all respond equally to $L$ cannot determine it. Adding sites where the density does not change with $L$ always tightens the offset, but this reduces $\sigma_L$ only if $\bar g\ne0$. For an isolated step scanned symmetrically, $\bar g=0$ and such sites leave $\sigma_L$ unchanged. Correlated measurement errors need a different formula.

The synthetic data have 40 sites, $s=0.80$ µm and noise of 0.005 µm. They come from quadrature of equation (2) and time-stepping of the surface, not from the FFT. With $Z_0=2.00$ µm, $K=0.20$ µm/min and $t=4.50$ min, the offset is $2.00-0.80-0.20\times4.50=0.30$ µm. The last scan site clears at 3.29 min, so equation (1) applies to all of them.

The fit gives $L=4.95\pm0.06$ mm (4950 µm), within one standard error of the true 5 mm. In 200 repeated fits with new noise, the scatter is 0.056 mm, in agreement with equation (7). The residual is 0.0057 µm, close to the noise.

## Why a plausible length does not validate the boundary

Now fit the same single-die data with the repeated-die setting. The result is 4.75 mm, only 5 % below the true value. The residual, however, is 0.052 µm, about ten times the noise. The length alone gives little warning, while the residual shows clearly that the model is wrong.

Equation (7) explains how this can happen. To leading order, replace $\varepsilon_i$ by the boundary misfit in thickness and take $g_i$ from the wrapped model. The bias depends on the overlap of the misfit with the sensitivity to $L$. Positive and negative contributions can cancel in this sum, but not in the sum of squared residuals.

Without the block, the bias can be calculated. Let the true length be $L_0$, much shorter than half the die. Let closely and evenly spaced sites cover the full width symmetrically about the centre, on a scan line more than $L_0$ from the top and bottom edges. Define $e_L(x)=\frac12\operatorname{erfc}(2x/L)$, where $x\ge0$ is the distance from an edge or from the central step, and write $\Delta=\rho_2-\rho_1\ne0$.

Split each profile into parts even and odd about the die centre. The even part of the wrapped model is the constant $(\rho_1+\rho_2)/2$, which the offset absorbs. Only the odd part, half the right-minus-left difference, can determine $L$:

- Near the outer edges, the true profile gives $\frac\Delta2(1-e_{L_0})$ and the wrapped model gives $\frac\Delta2(1-2e_L)$. The outside density has cancelled.
- Near the central step, they give $\frac\Delta2(1-2e_{L_0})$ and $\frac\Delta2(1-2e_L)$.

Apart from a constant factor, the cost to be minimised is

$$
C(L)=\int_0^\infty(e_{L_0}-2e_L)^2dx+4\int_0^\infty(e_{L_0}-e_L)^2dx .
$$

With $I(a,b)=\int_0^\infty e_ae_b\,dx$, expansion gives

$$
C=5I(L_0,L_0)-12I(L_0,L)+8I(L,L).
$$

The derivative of $I$ follows from $\partial e_b/\partial b=(2x/\sqrt\pi b^2)e^{-4x^2/b^2}$. Since $(2x/b^2)e^{-4x^2/b^2}$ is the derivative of $-\frac14e^{-4x^2/b^2}$, integration by parts yields

$$
\frac{\partial I}{\partial b}
=\frac1{\sqrt\pi}\left[\frac18-\frac{1}{2a\sqrt\pi}\int_0^\infty e^{-4x^2(1/a^2+1/b^2)}dx\right]
=\frac{1}{8\sqrt\pi}\left[1-\frac{b}{\sqrt{a^2+b^2}}\right].
$$

In $I(L,L)$ both arguments vary, so its derivative is twice this expression at $a=b$, namely $(2-\sqrt2)/(8\sqrt\pi)$. Setting $dC/dL=0$ gives

$$
q\equiv\frac{L}{\sqrt{L_0^2+L^2}}=1-\frac23(2-\sqrt2)=0.6095,\qquad
\frac L{L_0}=\frac q{\sqrt{1-q^2}}=0.769. \tag{8}
$$

The derivative of $C$ is negative at small $L$ and increases with $L$, so this is the only minimum. Within the stated conditions, the wrapped fit underestimates the length by 23 %, whatever the three densities. Closer to the top or bottom edge the result changes, because the true odd part is reduced by the inside weight along $y$ and the wrapped one is not. For the densities of the example, $L/L_0$ becomes 0.95 on a line 2.5 mm from that edge and 1.7 on a line 1 mm from it. A fit to noise-free data without the block gives 3.84 mm, as equation (8) predicts. Adding the block moves the noise-free result to 4.76 mm. In this layout the block therefore offsets most of the bias. Another layout need not do so.

## Choosing the settings

For identical neighbouring dies, repeat the complete cell and sum the kernel images. For a single die in a known uniform field, subtract the field density, pad to at least $2N-1$ cells per axis, and add the density back. At a wafer edge, or beside different dies, neither setting describes the surroundings. Put the actual neighbours into a larger layout, extending at least one kernel length beyond the region of interest. This margin, and the one below, rely on the Gaussian tail. For a kernel $e^{-2r/L}$, which has the same $1/e$ width, the weight beyond a straight edge is 0.10 at $d=L$ and 0.017 at $d=2L$, so a slower tail needs a wider margin. Near a wafer edge the pad pressure can also vary, and the uniform rate $K$ assumed here does not include that effect.

If the surroundings are uncertain, fit $L$ using sites at least one estimated kernel length from the die edges. This suppresses the boundary error but discards information, so $\sigma_L$ cannot decrease. Then compare the residual with the known measurement noise. A residual well above the noise calls for a review of the boundary, the kernel shape and the clearing condition before the fitted length is used. The numerical output lists the densities and the thickness at ten of the 40 scan sites.

## Values computed for the example and the checks

```
die side 20.0 mm, cells per side 80, cell side 0.25 mm
densities left, right, block, outside: 0.30 0.70 0.10 1.00
step at x = 10 mm; block x 12 to 16 mm, y 3 to 8 mm
true planarisation length 5.000 mm
central cell weight, one axis 0.056372
padded cells per side 160; direct-sum products 40960000
max error, single die vs quadrature 1.1e-14
max error, repeated die vs quadrature 1.1e-14
max error, padding vs direct sum, L = 40 mm: 2.2e-16
scan line y = 10.125 mm, number of sites 40
x (mm), layout, single die, repeated die, thickness (um)
  0.125 0.30 0.6303 0.4881 0.8042
  2.125 0.30 0.3803 0.3458 0.6042
  5.125 0.30 0.3025 0.3019 0.5420
  8.125 0.30 0.3568 0.3568 0.5854
  9.625 0.30 0.4603 0.4603 0.6682
 10.125 0.70 0.5014 0.5014 0.7011
 12.125 0.70 0.6188 0.6188 0.7950
 15.125 0.70 0.6553 0.6533 0.8243
 18.125 0.70 0.7355 0.6344 0.8884
 19.625 0.70 0.8234 0.5322 0.9587
left-edge cell, x = 0.125 mm, effective density:
  correct single die 0.6303
  wrapped 0.4881
  zero-filled outside 0.1585
  renormalised 0.3000
  kernel weight inside die 0.5282
10-90 % step width: profile 4.5311 mm, formula 4.5310 mm
erfinv(0.8) = 0.9062
initial film 2.00 um, initial step 0.80 um
blanket rate 0.20 um/min, polish time 4.50 min
latest clearing time on scan 3.294 min
max thickness error of time-stepping 3.7e-05 um
thickness noise 0.0050 um
fitted L, noise-free data 4.9997 mm
fitted L, noisy data 4.952 mm = 4952 um
predicted standard error of L 0.0558 mm
residual rms, correct boundary 0.00566 um
thickness offset: true 0.3000, fitted 0.3002 um
wrapped fit, noisy data: L 4.753 mm, residual rms 0.05243 um
wrapped fit, noise-free, with block: L 4.755 mm
wrapped fit, noise-free, no block: L 3.844 mm, residual rms 0.05187 um
wrapped fit, no block, formula: L 3.844 mm, ratio to true 0.7688
200 repeated fits: mean L 5.0041 mm, scatter 0.0564 mm
```
